# Austin–Mott pair hopping: the ac conductivity and its drifting exponent

Suppose the hopping conductivity of a disordered insulator is known at an angular frequency of $10^5\ \mathrm{s^{-1}}$, with a local slope of 0.787 on a double logarithmic plot, and a calculation needs it at $10^9\ \mathrm{s^{-1}}$. Should the slope be kept fixed? For the model worked out below, a fixed slope multiplies the conductivity by $10^{4\times0.787}\approx1400$ and gives $5.9\times10^{-6}$ S/m. The model itself gives $3.0\times10^{-6}$ S/m, half as much. The slope must therefore be allowed to drift, and pair hopping without Coulomb repulsion says how:

$$
s\equiv\frac{d\ln\sigma}{d\ln\omega}\simeq1-\frac4L,\qquad L=\ln\frac1{\omega\tau_0}\gg1 .
$$

Here $\sigma(\omega)$ is the real part of the conductivity. Two derivations follow, one in frequency and one in time.

## The model

Localized sites lie at random in three dimensions. Their density of states $g$, per volume and energy, is constant over many $kT$ around the chemical potential $\mu$. A site holds at most one electron; spin and the Coulomb interaction between sites are left out. Electrons hop only within isolated pairs. A pair of separation $R$ relaxes in the time

$$
\tau=\tau_0e^{2\alpha R},
$$

because the hopping rate follows the squared overlap of two states that decay as $e^{-\alpha r}$. Powers of $R$ that multiply this exponential are left out. They change $2\alpha R$ at a given $\tau$ only logarithmically, but at finite $L$ this can shift the exponent by more than the correction derived below. For now $\tau_0$ is taken independent of the site energies. The treatment is classical: $\hbar\omega$ and the overlap energy of the pair are small compared with $kT$.

## First derivation: each pair as a lossy dipole

**One pair.** Let the pair hold one electron, of charge $q$ with $q^2=e^2$. Let $p$ be the probability that it sits on site 2, and $\Delta=E_2-E_1$. With hopping rates $w_{12}$ and $w_{21}$,

$$
\frac{dp}{dt}=w_{12}(1-p)-w_{21}p=-\frac{p-p_{\rm eq}}{\tau},
$$

where $1/\tau=w_{12}+w_{21}$. Detailed balance fixes $p_{\rm eq}=w_{12}\tau=1/(1+e^{\Delta/kT})$.

A field $F$ at angle $\theta$ to the line from site 1 to site 2 changes $\Delta$ by $-qFR\cos\theta$. Since $dp_{\rm eq}/d\Delta=-1/[4kT\cosh^2(\Delta/2kT)]$,

$$
\delta p_{\rm eq}=\frac{qFR\cos\theta}{4kT\cosh^2(\Delta/2kT)} .
$$

The field may also change $\tau$, but that change multiplies $p-p_{\rm eq}$, which vanishes without the field, so it is of second order.

For a field varying as $e^{-i\omega t}$, the rate equation reads $-i\omega\,\delta p=-(\delta p-\delta p_{\rm eq})/\tau$, so $\delta p=\delta p_{\rm eq}/(1-i\omega\tau)$. The current is the time derivative of the dipole $qR\cos\theta\,\delta p$, which brings a factor $-i\omega$. From

$$
\mathrm{Re}\,\frac{-i\omega}{1-i\omega\tau}=\mathrm{Re}\,\frac{-i\omega(1+i\omega\tau)}{1+\omega^2\tau^2}=\frac{\omega^2\tau}{1+\omega^2\tau^2},
$$

the pair contributes to the real response

$$
\frac{e^2R^2\cos^2\theta}{4kT\cosh^2(\Delta/2kT)}\;\frac{\omega^2\tau}{1+\omega^2\tau^2}.
$$

At fixed $\omega$ this is largest, as a function of $\tau$, at $\omega\tau=1$. Faster pairs follow the field almost in phase and lose little energy; slower ones hardly move.

**Energies.** An empty or doubly filled pair cannot respond. With Fermi functions $f_i$, exactly one electron is present with probability $f_1(1-f_2)+f_2(1-f_1)$. Put $u=e^{(E_1-\mu)/kT}$ and $v=e^{(E_2-\mu)/kT}$. Then

$$
f_1(1-f_2)+f_2(1-f_1)=\frac{u+v}{(1+u)(1+v)},\qquad
\frac1{4\cosh^2(\Delta/2kT)}=\frac{uv}{(u+v)^2}.
$$

Because $dE_1\,dE_2=(kT)^2\,du\,dv/(uv)$, the energy integral of the product is $(kT)^2I$ with

$$
I=\int_0^\infty\!\!\int_0^\infty\frac{du\,dv}{(1+u)(1+v)(u+v)}
=\int_0^\infty\frac{\ln u}{u^2-1}\,du .
$$

The $v$ integral was done by partial fractions and equals $\ln u/(u-1)$. With $u=e^x$ the rest becomes $\tfrac12\int_{-\infty}^{\infty}x\,dx/\sinh x$. For $x>0$, $1/\sinh x=2\sum_n e^{-(2n+1)x}$, so

$$
\int_{-\infty}^{\infty}\frac{x\,dx}{\sinh x}=4\sum_{n=0}^\infty\frac1{(2n+1)^2}=\frac{\pi^2}2,
\qquad I=\frac{\pi^2}4 .
$$

**Distances.** The number of pairs per volume is $\tfrac12g^2\,dE_1dE_2\,4\pi R^2dR$, where $\tfrac12$ prevents double counting. The angular average of $\cos^2\theta$ is $\tfrac13$. Collecting factors,

$$
\sigma=C\int_0^\infty R^4\frac{\omega^2\tau}{1+\omega^2\tau^2}\,dR,\qquad
C=\frac{2\pi}{3}\,\frac{\pi^2}{4}\,e^2kTg^2=\frac{\pi^3}6e^2kTg^2 .
$$

Two powers of $R$ come from the squared dipole and two from the volume of the shell.

Now put $t=\ln(\omega\tau)$. Then $2\alpha R=L+t$, $dR=dt/2\alpha$, and $\omega^2\tau/(1+\omega^2\tau^2)=\omega/(2\cosh t)$. Hence

$$
\sigma=\frac{C\omega}{(2\alpha)^5}J,\qquad
J=\int_{-L}^{\infty}\frac{(L+t)^4}{2\cosh t}\,dt .
$$

The factor $1/\cosh t$ confines $t$ to a few units around zero, while $L$ is large. To leading order $L+t$ becomes $L$, and $\int_{-\infty}^{\infty}dt/(2\cosh t)=[\arctan e^t]_{-\infty}^{\infty}=\pi/2$. Therefore

$$
\boxed{\;\sigma\simeq\frac{\pi^4}{384}\,\frac{e^2kTg^2}{\alpha^5}\,\omega L^4\;}
$$

Since $dL/d\ln\omega=-1$, the logarithmic derivative of $\omega L^4$ is $1-4/L$. The responding pairs have separations near $R_\omega=L/2\alpha$. Raising the frequency selects shorter pairs, with smaller dipoles and smaller shells; this loss is the term $-4/L$.

**The correction.** The moments of $1/(2\cosh t)$ follow from $G(a)=\int_{-\infty}^\infty e^{at}dt/(2\cosh t)$ with $|a|<1$. On the line shifted by $i\pi$ the integrand is multiplied by $-e^{i\pi a}$. The closed contour encloses the pole at $i\pi/2$, so $(1+e^{i\pi a})G=\pi e^{i\pi a/2}$ and

$$
G(a)=\frac{\pi}{2\cos(\pi a/2)}=\frac\pi2\left[1+\frac{\pi^2}{4}\frac{a^2}{2!}+\frac{5\pi^4}{16}\frac{a^4}{4!}+\dots\right].
$$

The brackets display the averages of $t^2$ and $t^4$; odd ones vanish. The range $t<-L$, included here but absent from $J$, must be subtracted. With $t=-L-y$ it gives $\int_0^\infty y^4e^{-L-y}dy=24e^{-L}$, up to terms of order $e^{-3L}$. Expanding $(L+t)^4$,

$$
J=\frac\pi2\left[L^4+\frac{3\pi^2}{2}L^2+\frac{5\pi^4}{16}\right]-24e^{-L}+O(e^{-3L}).
$$

With $s=1-J'/J$ this yields

$$
s=1-\frac4L\,\frac{1+3\pi^2/4L^2}{1+3\pi^2/2L^2+\dots}
=1-\frac4L+\frac{3\pi^2}{L^3}+O(L^{-5}).
$$

So $1-4/L$ is the exponent of the leading law, and an asymptotic result for the pair model.

## Second derivation: counting the pairs that have relaxed

Switch on a constant field at $t=0$ and ask which pairs have responded by time $t$. Here $t$ is a time again.

**Final polarization.** In equilibrium, states with dipole $m$ have weights proportional to $e^{-(E-mF)/kT}$. Differentiating the mean dipole with respect to $F$ gives

$$
\frac{\partial\langle m\rangle}{\partial F}=\frac{\langle m^2\rangle-\langle m\rangle^2}{kT}.
$$

For one electron shared by two sites the variance is $e^2R^2\cos^2\theta\,p(1-p)$, with $p$ now the equilibrium value. No equation of motion is needed.

The energy integral can also be done in another way. Let $X$ be the mean of the two site energies relative to $\mu$, and $2a$ their difference, both in units of $kT$. The probability of single occupation is then $\cosh a/(\cosh X+\cosh a)$, and $p(1-p)=1/(4\cosh^2a)$. With $w=e^X$,

$$
\int_{-\infty}^{\infty}\frac{dX}{\cosh X+\cosh a}
=\int_0^\infty\frac{2\,dw}{(w+e^a)(w+e^{-a})}=\frac{2a}{\sinh a}.
$$

The energy element is $(kT)^2\,dX\,d(2a)$, so

$$
I=\int_{-\infty}^{\infty}2\,da\;\frac{2a\cosh a}{\sinh a}\,\frac1{4\cosh^2a}
=\int_{-\infty}^{\infty}\frac{2a\,da}{\sinh2a}=\frac12\cdot\frac{\pi^2}{2}=\frac{\pi^2}4 .
$$

Pair counting and the angular average are as before. Pairs in $dR$ thus contribute $CR^4dR$ to the final susceptibility, defined here as polarization divided by field.

**Growth in time.** Treat a pair as fully relaxed if $\tau<t$ and as frozen if $\tau>t$. The relaxed pairs are those shorter than $R_t=\ln(t/\tau_0)/2\alpha$. For $t>\tau_0$,

$$
\chi(t)=C\int_0^{R_t}R^4dR=\frac{C R_t^5}{5},\qquad
\frac{d\chi}{dt}=\frac{C R_t^4}{2\alpha t}.
$$

**Back to frequency.** By superposition of small steps, a field $Fe^{-i\omega t}$ produces a polarization with amplitude $F\int_0^\infty(d\chi/dt)e^{i\omega t}dt$. Multiplying by $-i\omega$ and taking the real part,

$$
\sigma=\omega\int_0^\infty\frac{d\chi}{dt}\sin(\omega t)\,dt
=\frac{C\omega}{(2\alpha)^5}\int_{\omega\tau_0}^\infty(L+\ln x)^4\frac{\sin x}{x}\,dx ,
$$

with $x=\omega t$. To leading order the logarithm is dropped and the lower limit set to zero. The remaining integral of $\sin x/x$ is $\pi/2$, and the boxed law returns with the same prefactor. The exponent is again $1-4/L$.

## What each derivation assumes

Both use isolated pairs, constant $g$, random positions and an exponential dependence of $\tau$ on distance. They differ in what they need to know about relaxation.

**The shape of the relaxation.** The first derivation assumes an exponential approach to equilibrium, and so reaches the corrections. The second replaces it by a sudden step. The cost follows from

$$
\int_0^\infty x^{b-1}\sin x\,dx=\Gamma(b)\sin\frac{\pi b}2=\frac\pi2(1-\gamma b+\dots),
$$

where $\gamma$ is Euler's constant. The coefficient of $b$ shows that $\ln x$ has the average $-\gamma$ under the weight $\sin x/x$. The sudden step thus replaces $L$ by $L-\gamma$ at this order and gives $s=1-4/L-4\gamma/L^2+O(L^{-3})$.

An exponential approach removes the spurious term. Let a pair have relaxed by the fraction $\psi(t/\tau)$, and write $y=t/\tau$. Then $dR=-dy/(2\alpha y)$ at fixed $t$, and

$$
t\frac{d\chi}{dt}=C\int_0^\infty R^4\,y\psi'(y)\,dR
=\frac{C}{2\alpha}\int_0^{t/\tau_0}R^4\psi'(y)\,dy,\qquad
2\alpha R=\ln\frac t{\tau_0}-\ln y .
$$

For $\psi=1-e^{-y}$ the average of $\ln y$ is $\Gamma'(1)=-\gamma$, which adds $+\gamma$ to the logarithm and cancels the shift. For another smooth $\psi$ rising from 0 to 1, with finite logarithmic moments, the leading law survives because $\int\psi'dy=1$.

**Energy-dependent rates.** Suppose $\tau=\tau_0h\,e^{2\alpha R}$, where $h$ depends on the site energies in units of $kT$. In the first derivation $L$ becomes $L-\ln h$ inside the energy average. If the weighted average of $\ln h$ and its next few moments are finite, the exponent becomes $1-4/(L-\langle\ln h\rangle)$ plus terms of order $L^{-3}$. The leading result stands, but unless $\langle\ln h\rangle=0$ a term of order $L^{-2}$ appears and outweighs $3\pi^2/L^3$ at large $L$; even if that average vanishes, the spread of $\ln h$ changes the coefficient of $L^{-3}$. That cubic correction therefore belongs to energy-independent $\tau_0$.

**Where both fail.** At low frequency $R_\omega$ grows until pairs share sites and form longer paths. The pair conductivity vanishes as $\omega\to0$ and cannot describe a dc current. At the other end, $1-4/L$ turns negative for $L<4$, which is an artefact of the expansion. In the pair model with $\omega\tau_0\gg1$, every pair has $\omega^2\tau/(1+\omega^2\tau^2)\simeq1/\tau$, and

$$
\sigma\to\frac C{\tau_0}\int_0^\infty R^4e^{-2\alpha R}dR=\frac{24\,C}{(2\alpha)^5\tau_0},
$$

so $s\to0$. This is a limit of the equations; a hopping model need not hold at such frequencies.

## A worked case

Take round model parameters: $1/\alpha=1$ nm, $g=10^{18}\ \mathrm{eV^{-1}cm^{-3}}$, $T=100$ K, $\tau_0=10^{-13}$ s and $\omega=10^5\ \mathrm{s^{-1}}$. Then $L=\ln10^8=18.42$ and $R_\omega=18.42/2=9.21$ nm. The factor $1/\cosh t$ falls to half at $\cosh t=2$, so the responding separations spread over about $\mathrm{arccosh}(2)/\alpha=1.3$ nm, leaving aside the factor $R^4$. This is narrow compared with $R_\omega$, as the expansion requires.

With $kT=8.617$ meV, which is $1.381\times10^{-21}$ J, and $g=10^{24}\ \mathrm{eV^{-1}m^{-3}}$, the charge cancels against the conversion of $g$ to joules:

$$
\sigma\simeq0.2537\,(1.381\times10^{-21})(10^{24})^2(10^{-9})^5(10^5)(18.42)^4\ \mathrm{S/m}
=4.03\times10^{-9}\ \mathrm{S/m},
$$

or $4.03\times10^{-11}$ S/cm. The full pair integral gives $4.21\times10^{-9}$ S/m, 4.4% above the leading law. The exponent is $1-4/18.42=0.783$ at leading order and $0.787$ in full.

Is the pair picture consistent here? Counting sites in an energy window of $4kT$, a choice that sets a scale, gives 0.11 active neighbours within $R_\omega$. At $10^3\ \mathrm{s^{-1}}$ the count is 0.22. These counts understate the effect of a third site, which can interfere at either end of a pair and can serve as a stepping stone even from outside the energy window. A first-order estimate with three-site clusters and rates $w_{ij}=\tau^{-1}/(1+e^{(E_j-E_i)/kT})$ raises $\sigma$ by about 23% at $10^5\ \mathrm{s^{-1}}$, by more than half at $10^3\ \mathrm{s^{-1}}$, where first order is no longer reliable, and by about 1% at $10^9\ \mathrm{s^{-1}}$. Near $10^5\ \mathrm{s^{-1}}$ this lowers the slope by a few hundredths. Both changes exceed the corrections found above, 4.4% in $\sigma$ and 0.005 in $s$, which belong to the pair model alone. At this density of states the pair picture is therefore only a rough guide at $10^5\ \mathrm{s^{-1}}$ and weakens further as the frequency falls. The overlap factor $e^{-\alpha R_\omega}$ is $10^{-4}$, so an overlap energy with a prefactor of 1 eV would be 0.1 meV, far below $kT$. At $10^9\ \mathrm{s^{-1}}$ the factor is $10^{-2}$, and the same prefactor would give 10 meV, more than $kT$. The values quoted for that frequency, here and in the opening, therefore assume a prefactor well below 1 eV.

The Coulomb repulsion between two electrons on the same pair is a more serious omission. With a relative permittivity of 10 it is about 16 meV at $R_\omega=9.21$ nm, or $1.8\,kT$, and twice that at $10^9\ \mathrm{s^{-1}}$. It hinders double filling, so more pairs hold one electron and $\sigma$ rises, here by a factor of about 1.6 at $10^5\ \mathrm{s^{-1}}$ and 2.2 at $10^9\ \mathrm{s^{-1}}$, while the exponent at $10^5\ \mathrm{s^{-1}}$ moves to about 0.81. When the repulsion is far above $kT$, the mean site energy of such pairs ranges over the repulsion energy instead of a few $kT$. This energy varies as $1/R$, which removes one power of $R$: the exponent tends to $1-3/L$, and $\sigma$ no longer grows in proportion to $T$. The numbers in this section therefore illustrate the model without repulsion and are no prediction for a real material.

From $10^3$ to $10^9\ \mathrm{s^{-1}}$ the full exponent falls from 0.829 to 0.599. The leading formula gives 0.826 and 0.566: its error grows from 0.002 to 0.034 as $L$ drops from 23.0 to 9.2. In this model, then, a slope near 0.8 reflects the size of $L$ in a certain frequency range and is no universal constant. It does not depend on temperature if $\tau_0$ does not, while $\sigma$ is proportional to $T$.

The numerical output also reports a sum over all pairs of 2000 randomly placed sites, averaged over eight samples at $L=20$. Its ratio to the full formula is $0.998\pm0.003$. The leading law alone would miss the full one by 3.7% of its own value there, so the sum is sensitive to the correction as well as to the prefactor. Every pair in this sum is treated as independent, although each site has about 50 active neighbours within $R_\omega$; the sum tests the counting and the integrals, not the assumption of isolated pairs.

## Values computed for the example and the checks

```
largest relative error, driven pair: 4.2e-06
energy integral, summed: 2.46740110
pi^2/4: 2.46740110
random sites: 2000, samples: 8, L = 20
pair sum / full formula: 0.9983 +- 0.0034
full / leading J at L = 20: 1.0372
L^3*(s - 1 + 4/L) at L = 40: 29.412
L^3*(s - 1 + 4/L) at L = 80: 29.559
3 pi^2: 29.609
localization length 1/alpha: 1.0 nm
density of states g: 1.0e+18 eV^-1 cm^-3
temperature: 100 K
thermal energy kT: 8.617 meV
tau0: 1.0e-13 s
angular frequency omega: 1.0e+05 s^-1
L: 18.4207
responding distance R_omega: 9.210 nm
full width at half maximum of response in R (without R^4): 1.317 nm
active neighbours within R_omega: 0.113
overlap factor exp(-alpha R_omega): 1.00e-04
sigma, leading law: 4.0325e-09 S/m
sigma, leading law: 4.0325e-11 S/cm
sigma, full pair model: 4.2095e-09 S/m
s, leading 1-4/L: 0.7829
s, full pair model: 0.7874
table: omega (s^-1), L, R_omega (nm), neighbours,
       sigma full (S/m), s leading, s full
1e+03  23.026  11.513  0.220 1.012e-10 0.8263 0.8287
1e+05  18.421   9.210  0.113 4.210e-09 0.7829 0.7874
1e+07  13.816   6.908  0.048 1.376e-07 0.7105 0.7211
1e+09   9.210   4.605  0.014 2.971e-06 0.5657 0.5994
```
